# Pulay forces from the variational residual, and when they vanish, part 2

A geometry optimization needs the slope of the computed energy. The electrostatic (Hellmann–Feynman) force on a nucleus can differ from it by a Pulay force when the basis functions move with the nuclei. Atomic units are used in the algebra.

Let $X$ be a nuclear coordinate, a dot $d/dX$, and $H(X)$ the one-electron Hamiltonian. The normalized variational state is $\psi=\sum_\mu c_\mu\chi_\mu$, with basis functions $\chi_\mu$ and energy $E$. The residual $\rho=(H-E)\psi$ need not vanish, but it is orthogonal to the basis:

$$\langle\chi_\mu|\rho\rangle=0\quad\text{for all }\mu. \tag{1}$$

The force $-\dot E$ is $F_{\rm HF}+F_{\rm P}$, where

$$F_{\rm HF}=-\langle\psi|\partial_XH|\psi\rangle, \tag{2}$$

to which nuclear repulsion adds its own force. With $g=\sum_\mu c_\mu\dot\chi_\mu$ and $Q$ the projector onto everything outside the span of the basis, the Pulay force obeys

$$F_{\rm P}=-2\,{\rm Re}\langle Qg|\rho\rangle,\qquad |F_{\rm P}|\le2\|Qg\|\,\|\rho\|. \tag{4}$$

The theorem tested below is that $F_{\rm P}=0$ if the basis is closed, meaning that every $\dot\chi_\mu$ lies in the span. The derivative of an s Gaussian that moves with its nucleus is a p Gaussian of equal exponent. If the p functions move too, their own derivatives need further functions. If they are pinned in space, their derivatives are zero and the basis is closed at that one geometry.

A harmonic model is also cited. A particle of unit mass sits in a well of frequency $\omega$ centred at $X$. The basis is a Gaussian $\varphi_0$, displaced from the well centre by $b$ and riding with the well, and a pinned function $\varphi_1$ proportional to $\partial\varphi_0/\partial X$ at the starting position. The exact force is zero. The computed force equals $F_{\rm HF}$, which is $\omega^3b^3$ to leading order for small $b$.

### The hydrogen molecular ion

Place one proton at the origin and the other at $X=1.20$ Å on the $z$ axis. The force is that on the second proton, positive when it points away from the first. For this proton, (2) with nuclear repulsion becomes

$$F_{\rm HF}=\int|\psi|^2\frac{z-X}{|\mathbf r-X\hat{\mathbf z}|^3}\,d^3r+\frac1{X^2} .$$

The sign is as expected: electron density beyond the proton pulls it outwards.

The first proton carries fixed s Gaussians with exponents 7.0, 1.0 and 0.25 in atomic units. The second carries the same three, moving with it. In two further calculations it also receives p functions of equal exponents, which either ride with the proton or are pinned. A cc-pVQZ calculation, with functions moving with the second proton, serves as a larger-basis reference.

**With s functions alone**, in eV/Å,

$$F_{\rm HF}+F_{\rm P}=2.757-3.694=-0.938,$$

where the last digit reflects the unrounded sum. The numerical energy slope gives the same total. The energy surface pulls the protons together, while the Hellmann–Feynman part pushes them apart. An optimizer using that part alone would start in the wrong direction.

One cause can be read from the integral. The product of two s functions on the second proton is spherical about it and exerts no force on it. The density belonging to this proton alone cannot polarize towards the bond. The moving basis makes up for this in the energy slope, but not in the electrostatic force.

**With p functions that ride along**, the parts are

$$F_{\rm HF}+F_{\rm P}=-0.716-0.369=-1.084$$

in eV/Å, again from unrounded values. The Pulay force has fallen by a factor of 10, but it is still about a third of the total.

Equation (4) shows where the reduction comes from. The residual norm barely changes, from 12.91 to 12.64 eV. The norm of $Qg$ falls from 0.651 to 0.114 Å$^{-1}$, a factor of 5.7. The rest comes mainly from a smaller alignment between $Qg$ and the residual. This alignment is the ratio of $|F_{\rm P}|$ to its bound:

$$\frac{3.694}{2(0.6513)(12.91)}=0.22,\qquad
\frac{0.369}{2(0.1144)(12.64)}=0.13 .$$

The bound itself is a poor estimate of the force here, since it is several times too large.

The large residual norms have a local contribution that is easy to identify. A finite sum of smooth Gaussians has a finite Laplacian at a nucleus, while the potential diverges as $-1/r$. The residual therefore behaves as $-\psi/r$ there. Its square is integrable in three dimensions, so the norm is finite. How much of the norm comes from this region was not separated in the calculation.

**With the p functions pinned**, the span at 1.20 Å is the same as before. The energy, $-16.164$ eV, and the Hellmann–Feynman force, $-0.716$ eV/Å, are unchanged. The residual norm is still 12.64 eV. The Pulay force, however, is zero to rounding error, about $10^{-14}$ eV/Å, and minus the numerical energy slope equals the Hellmann–Feynman force. This is the theorem at work on a state that is far from solving the Schrödinger equation pointwise.

Closure is lost when the proton and its s functions move outwards by 0.10 Å while the p functions stay behind. The Pulay force there is 0.226 eV/Å. The pinned basis is thus a test of the theorem at one point, not a way to avoid Pulay forces along an optimization path.

### A vanishing Pulay force does not certify the force

The cc-pVQZ calculation gives a total of $-1.032$ eV/Å, with a Pulay part of $-0.057$ eV/Å, or 5 per cent of the total. Relative to this reference, the total force with riding p functions is off by 0.05 eV/Å. With pinned p functions it is off by 0.32 eV/Å, although the Pulay force vanishes. Even the basis of s functions alone does better, with a deviation of 0.09 eV/Å.

A force can agree with its own energy surface and still be poor. To see how, compare the way errors enter the total force and the Hellmann–Feynman part. Let $\psi_0$ be the exact ground state with energy $E_0$, and write $\psi=\psi_0+\eta$. Since $(H-E_0)\psi_0=0$, normalization of $\psi$ gives

$$E-E_0=\langle\psi|H-E_0|\psi\rangle=\langle\eta|H-E_0|\eta\rangle .$$

The energy error is of second order in $\eta$. Differentiating it gives the error in the slope:

$$\dot E-\dot E_0=2\,{\rm Re}\langle\dot\eta|(H-E_0)\eta\rangle+\langle\eta|\partial_XH-\dot E_0|\eta\rangle .$$

If the basis follows the nucleus so that both $\eta$ and $\dot\eta$ are small, every term is a product of two small quantities. The total force is then accurate to second order. Because $H$ is unbounded, small here means small in the norm that includes the kinetic energy. This says how the error shrinks as $\eta$ and $\dot\eta$ do. It does not by itself rank the small bases compared above.

The Hellmann–Feynman part alone has no such protection. Its error is

$$-2\,{\rm Re}\langle\eta|\partial_XH|\psi_0\rangle-\langle\eta|\partial_XH|\eta\rangle,$$

which is generally of first order in $\eta$. Its size also depends on the span. Differentiating $(H-E_0)\psi_0=0$ gives $\partial_XH\,\psi_0=\dot E_0\psi_0-(H-E_0)\dot\psi_0$. Both ${\rm Re}\langle\eta|\psi_0\rangle=-\frac12\|\eta\|^2$ and $\langle\eta|(H-E_0)\chi_\mu\rangle=(E-E_0)\langle\psi|\chi_\mu\rangle$ are of second order, so the leading term is $2\,{\rm Re}\langle\eta|(H-E_0)Q\dot\psi_0\rangle$. It is first order in $\eta$ multiplied by the part of $\dot\psi_0$ that the basis cannot represent. For a basis that follows the nucleus, the Pulay force carries the compensating term.

With a pinned set, $\eta$ is the same at the chosen geometry, but $\dot\eta$ is different because part of the basis fails to follow the proton. The total force now equals the Hellmann–Feynman force and keeps its error $2\,{\rm Re}\langle\eta|(H-E_0)Q\dot\psi_0\rangle$, with no Pulay term to offset it. This error is small only if the span also represents $\dot\psi_0$ well. In the two-function harmonic model, for instance, $\eta$ scales as $b^2$, $Q\dot\psi_0$ as $b$, and the force error as $b^3$. Consistency between force and energy has been achieved, but the energy surface itself has a worse slope.

### Closed-shell Hartree–Fock

With several electrons, the Hamiltonian acting on an orbital depends on the orbitals themselves. It must be checked that this dependence brings no further force.

Let $\phi_i$ be the doubly occupied orthonormal orbitals, and $h$ the kinetic energy plus nuclear attraction. With the Coulomb and exchange operators $\hat J_j$ and $\hat K_j$ of orbital $j$, the electronic energy is

$$E_{\rm el}=2\sum_i\langle\phi_i|h|\phi_i\rangle+\sum_{ij}\langle\phi_i|2\hat J_j-\hat K_j|\phi_i\rangle .$$

Only $h$ depends explicitly on $X$, so the Hellmann–Feynman force, the counterpart of (2), is $-2\sum_i\langle\phi_i|\partial_Xh|\phi_i\rangle$ plus the force from nuclear repulsion. Now differentiate with respect to the orbitals. The one-electron term gives $4\,{\rm Re}\sum_i\langle\dot\phi_i|h\phi_i\rangle$: a factor of 2 from the occupation and another from the two places in which the orbital appears. In the double sum, $\phi_i$ and $\phi_j$ both vary. The sum is symmetric under exchange of $i$ and $j$, so the variation of $\phi_j$ contributes as much as that of $\phi_i$. Together they give

$$4\,{\rm Re}\sum_{ij}\langle\dot\phi_i|(2\hat J_j-\hat K_j)\phi_i\rangle .$$

The orbital part of the slope is therefore

$$4\,{\rm Re}\sum_i\langle\dot\phi_i|\mathcal F\phi_i\rangle,\qquad
\mathcal F=h+\sum_j(2\hat J_j-\hat K_j) .$$

The dependence of the Fock operator $\mathcal F$ on the density has been included by varying both orbitals in the interaction. No separate derivative of $\mathcal F$ remains.

Each orbital stays normalized, so ${\rm Re}\langle\dot\phi_i|\phi_i\rangle=0$. This allows $\varepsilon_i\phi_i$ to be subtracted from $\mathcal F\phi_i$, where $\varepsilon_i$ is the orbital energy. Write $\phi_i=\sum_\mu c_{\mu i}\chi_\mu$, so that

$$\dot\phi_i=\sum_\mu c_{\mu i}\dot\chi_\mu+\sum_\mu\dot c_{\mu i}\chi_\mu .$$

At self-consistency the equations in the basis are $\langle\chi_\mu|(\mathcal F-\varepsilon_i)\phi_i\rangle=0$. They remove the terms with $\dot c_{\mu i}$. What remains, with the sign of a force, is

$$F_{\rm P}=-4\,{\rm Re}\sum_i\sum_\mu c_{\mu i}^*\langle\dot\chi_\mu|(\mathcal F-\varepsilon_i)\phi_i\rangle. \tag{5}$$

Each orbital has its own residual, orthogonal to the basis. If the derivatives lie in the span, every term of (5) vanishes, as for one electron. The derivation assumes that the self-consistent solution and its orbitals can be followed smoothly in $X$.

For LiH at 1.60 Å in the 6-31G basis, the force on hydrogen, positive away from lithium, is

$$F_{\rm HF}+F_{\rm P}=2.498-2.229=0.268$$

in eV/Å, with the sum taken before rounding. An independent analytic gradient gives 0.268 eV/Å. The Hellmann–Feynman part alone is about nine times the total. These values belong to this small basis: the Hartree–Fock force at the same distance falls to about 0.05 eV/Å in cc-pVTZ and 0.04 eV/Å in cc-pVQZ.

Now add pinned p functions on hydrogen with the exponents of all Gaussians in its contracted s functions. They span the derivatives of those functions. The Pulay force drops to rounding error, about $10^{-13}$ eV/Å. The Hellmann–Feynman force and minus the numerical energy slope are both 0.271 eV/Å. The numerical check asserts these agreements, together with those quoted for the molecular ion.

### Using the result in an optimization

Suppose an optimizer drives $F_{\rm HF}$ to zero and ignores $F_{\rm P}$. At its stopping point $X_1$ the true force is $F_{\rm P}(X_1)$. Near a minimum $X_0$ with curvature $k>0$, the true force is $-k(X_1-X_0)$ to leading order, so

$$X_1-X_0\simeq-\frac{F_{\rm P}(X_1)}{k} .$$

The estimate holds only while $X_1$ stays in the harmonic region around $X_0$. For LiH in 6-31G the Hellmann–Feynman force vanishes about 0.37 Å beyond the minimum at 1.64 Å, whereas the linear estimate gives about 0.2 Å. For the molecular ion with s functions alone, that force is positive at every distance sampled between 0.8 and 5 Å, so such an optimizer would not settle near the minimum. Within the linear range, the geometry error is largest along soft coordinates for a given Pulay force. Tightening the self-consistency threshold does not remove it, because (5) is already the value at self-consistency.

Incomplete self-consistency causes a different error. If $\langle\chi_\mu|(\mathcal F-\varepsilon_i)\phi_i\rangle$ is not zero, the coefficient response no longer drops out. With orbitals kept orthonormal, the sum of the Hellmann–Feynman force and (5) then lacks the term

$$-4\,{\rm Re}\sum_i\sum_\mu\dot c_{\mu i}^*\langle\chi_\mu|(\mathcal F-\varepsilon_i)\phi_i\rangle .$$

Closure does not cure this, since its proof uses the same orthogonality. At a level crossing the derivation can fail earlier, because the energy of the lowest state may have a kink and no single slope.

When a computed force disagrees with the energy slope, the two displacements can be made separately. Moving the nucleus with the basis held still tests $F_{\rm HF}$. Moving the basis with the nucleus held still tests $F_{\rm P}$. At self-consistency, the part that fails shows which derivative to examine. Short of self-consistency, both tests can fail although both derivatives are correct, so convergence should be checked first. The rule was derived for energies that are stationary in the coefficients and are evaluated with exact integrals. Atom-centred quadrature grids in density-functional codes and non-variational methods such as MP2 bring further terms.

## Computed values

```
H2+ bond length: 1.20 angstrom
Gaussian exponents (bohr^-2): [7.0, 1.0, 0.25]
[s only] total energy: -15.92832 eV
  Hellmann-Feynman force: 2.75677 eV/angstrom
  Pulay force: -3.69437 eV/angstrom
  sum of both: -0.93760 eV/angstrom
  minus numerical energy slope: -0.93760 eV/angstrom
  residual norm: 12.9084 eV
  norm of g: 0.76407, of Qg: 0.65133 angstrom^-1
  bound on |Pulay force|: 16.81530 eV/angstrom
[s+p moving] total energy: -16.16357 eV
  Hellmann-Feynman force: -0.71578 eV/angstrom
  Pulay force: -0.36868 eV/angstrom
  sum of both: -1.08446 eV/angstrom
  minus numerical energy slope: -1.08446 eV/angstrom
  residual norm: 12.6416 eV
  norm of g: 0.81889, of Qg: 0.11438 angstrom^-1
  bound on |Pulay force|: 2.89185 eV/angstrom
[s moving, p pinned] total energy: -16.16357 eV
  Hellmann-Feynman force: -0.71578 eV/angstrom
  Pulay force: 0.00000 eV/angstrom
  sum of both: -0.71578 eV/angstrom
  minus numerical energy slope: -0.71578 eV/angstrom
  residual norm: 12.6416 eV
  norm of g: 0.78661, of Qg: 0.00000 angstrom^-1
  bound on |Pulay force|: 0.00000 eV/angstrom
[cc-pVQZ] total energy: -16.31311 eV
  Hellmann-Feynman force: -0.97589 eV/angstrom
  Pulay force: -0.05656 eV/angstrom
  sum of both: -1.03245 eV/angstrom
  minus numerical energy slope: -1.03245 eV/angstrom
  residual norm: 7.1731 eV
  norm of g: 0.73649, of Qg: 0.08861 angstrom^-1
  bound on |Pulay force|: 1.27126 eV/angstrom
Pinned case, size of Pulay force: 7.4e-15 eV/angstrom
Pinned case, nucleus and s set moved outward by 0.10 angstrom:
  Pulay force: 0.22624 eV/angstrom
LiH bond length: 1.60 angstrom, force on H
[RHF/6-31G] Hellmann-Feynman force: 2.49766 eV/angstrom
  Pulay force: -2.22942 eV/angstrom
  sum of both: 0.26824 eV/angstrom
  independent analytic gradient: 0.26824 eV/angstrom
[RHF/6-31G + pinned p on H] Hellmann-Feynman: 0.27147 eV/angstrom
  size of Pulay force: 1.2e-13 eV/angstrom
  minus numerical energy slope: 0.27147 eV/angstrom
```
